# Why a monolayer's supercell dielectric constant is not a material property: test program

```python
"""Supercell dielectric constant of an insulating monolayer.

Result under test (Hartree atomic units, z normal to the layer):
    eps_par(L)  = 1 + 4 pi alpha_par / L
    eps_perp(L) = 1 / (1 - 4 pi alpha_perp / L)
L          : height of the periodic cell
alpha_par  : dipole per area per macroscopic in-plane field, isolated layer
alpha_perp : dipole per area per external normal field, isolated layer
Model: square lattice (constant A_LAT) of Gaussian wells
-DEPTH*exp(-r^2/(2 WIDTH^2)), two electrons per cell, one filled band.
Response: Sternheimer equations with Hartree kernel and local fields (RPA).
eps uses the periodic Coulomb kernel; alpha uses a kernel truncated along z.
"""
import numpy as np
from scipy.linalg import eigh, cho_factor, cho_solve
from scipy import constants as const

PI = np.pi
A_LAT, DEPTH, WIDTH = 7.0, 0.8, 2.0
GMAX, NK = 2.6, 10
BOHR_ANG = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]


class Cell:
    """Plane-wave set, well potential and Coulomb kernels for height L."""

    def __init__(self, L, gmax=GMAX):
        self.L, self.volume = L, A_LAT**2 * L
        self.unit = 2 * PI / np.array([A_LAT, A_LAT, L])
        top = np.floor(gmax / self.unit).astype(int)
        grid = np.meshgrid(*[np.arange(-t, t + 1) for t in top], indexing="ij")
        m = np.stack([g.ravel() for g in grid], axis=1)
        m = m[np.sum((m * self.unit)**2, axis=1) <= gmax**2]
        self.m, self.n = m, len(m)
        table = np.full(tuple(4 * top + 1), self.n)
        table[tuple((m + 2 * top).T)] = np.arange(self.n)
        diff = m[:, None, :] - m[None, :, :]
        # index of G_i - G_j; the value n marks a vector outside the set
        self.index = table[tuple(np.moveaxis(diff + 2 * top, 2, 0))]
        self.mirror = []
        for axis in range(3):
            flipped = m.copy()
            flipped[:, axis] *= -1
            self.mirror.append(table[tuple((flipped + 2 * top).T)])
        d2 = np.sum((diff * self.unit)**2, axis=2)
        self.well = (-DEPTH * (2 * PI)**1.5 * WIDTH**3 / self.volume
                     * np.exp(-0.5 * WIDTH**2 * d2))
        # sawtooth position operator: z = i * saw, with saw real
        dz = diff[:, :, 2]
        same = (diff[:, :, 0] == 0) & (diff[:, :, 1] == 0) & (dz != 0)
        safe = np.where(dz == 0, 1, dz)
        sign = 1.0 - 2.0 * (np.abs(dz) % 2)
        self.saw = np.where(same, sign / (safe * self.unit[2]), 0.0)
        g = m * self.unit
        g2 = np.sum(g**2, axis=1)
        zero = g2 < 1e-12
        self.periodic = np.where(zero, 0.0, 4 * PI / np.where(zero, 1.0, g2))
        g_lat = np.hypot(g[:, 0], g[:, 1])
        parity = 1.0 - 2.0 * (np.abs(m[:, 2]) % 2)
        self.truncated = self.periodic * (1 - parity * np.exp(-g_lat * L / 2))


def quadrant(nk, kz_list):
    """k points (fractions) of one octant; mirrors restore the full mesh."""
    line = (np.arange(nk // 2) + 0.5) / nk
    return [(x, y, z) for x in line for y in line for z in kz_list]


def response(cell, kpoints):
    """Gram matrix of static response; rows: x, z, sawtooth z, all exp(iGr)."""
    gram = np.zeros((cell.n + 3, cell.n + 3))
    top_filled, low_empty = -np.inf, np.inf
    for k in kpoints:
        kg = (cell.m + np.array(k)) * cell.unit
        ham = cell.well + np.diag(0.5 * np.sum(kg**2, axis=1))
        e, c = eigh(ham, subset_by_index=[0, 1])
        v = c[:, 0]
        top_filled, low_empty = max(top_filled, e[0]), min(low_empty, e[1])
        factor = cho_factor(ham - e[0] * np.eye(cell.n) + np.outer(v, v))
        momentum = kg[:, [0, 2]] * v[:, None]
        momentum -= np.outer(v, v @ momentum)
        position = -cho_solve(factor, momentum)
        waves = np.append(v, 0.0)[cell.index]
        rhs = np.column_stack([position, cell.saw @ v, waves])
        rhs -= np.outer(v, v @ rhs)
        gram += rhs.T @ cho_solve(factor, rhs)
    gram *= 4.0 / len(kpoints)
    for axis in range(3):
        perm = np.concatenate([np.arange(3), 3 + cell.mirror[axis]])
        sign = np.ones(cell.n + 3)
        if axis == 0:
            sign[0] = -1
        if axis == 2:
            sign[1:3] = -1
        gram = 0.5 * (gram + np.outer(sign, sign) * gram[np.ix_(perm, perm)])
    return gram, top_filled, low_empty


def cell_polarizability(cell, gram, row, kernel):
    """Dipole per cell per field, with self-consistent Hartree response."""
    u = kernel / cell.volume
    wing, body = gram[row, 3:], gram[3:, 3:]
    density = np.linalg.solve(np.eye(cell.n) + body * u, wing)
    return gram[row, row] - wing @ (u * density)


def supercell_eps(L, nk=NK, kz_list=(0.25,), gmax=GMAX):
    cell = Cell(L, gmax)
    gram, top_filled, low_empty = response(cell, quadrant(nk, kz_list))
    assert low_empty > top_filled + 0.01, "the stack must be an insulator"
    return [1 + 4 * PI * cell_polarizability(cell, gram, row, cell.periodic)
            / cell.volume for row in (0, 1)]


def finite_field_alpha(cell, field):
    """Normal polarizability per area at k = 0 from a self-consistent field."""
    kinetic = np.diag(0.5 * np.sum((cell.m * cell.unit)**2, axis=1))
    ham0 = cell.well + kinetic
    z_op = 1j * cell.saw

    def ground(ham):
        v = eigh(ham, subset_by_index=[0, 0])[1][:, 0]
        shifted = np.append(v, 0.0)[cell.index]
        charge = 2 * np.sum(shifted.conj() * v[:, None], axis=0)
        return charge, -2 * np.real(v.conj() @ z_op @ v)

    charge0, dipole0 = ground(ham0)
    pot = np.zeros(cell.n, dtype=complex)
    for _ in range(60):
        hartree = np.append(pot, 0.0)[cell.index]
        charge, dipole = ground(ham0 + field * z_op + hartree)
        new = cell.truncated / cell.volume * (charge - charge0)
        change = np.max(np.abs(new - pot))
        pot = pot + 0.4 * (new - pot)
        if change < 1e-7 * field:
            break
    assert change < 1e-5 * field, "finite-field cycle must converge"
    return (dipole - dipole0) / field / A_LAT**2


# --- linear response against a self-consistent finite field (k = 0 only) ---
small = Cell(20.0, 2.2)
gram_small, _, _ = response(small, [(0.0, 0.0, 0.0)])
alpha_linear = cell_polarizability(small, gram_small, 2,
                                   small.truncated) / A_LAT**2
alpha_field = finite_field_alpha(small, 2e-4)
assert abs(alpha_linear / alpha_field - 1) < 1e-3

# --- isolated layer: truncated kernel, explicit sawtooth for the normal ---
L_ISO = 28.0
layer = Cell(L_ISO)
gram_iso, vbm, cbm = response(layer, quadrant(NK, (0.0,)))
gap = cbm - vbm
assert gap > 0.02
alpha_par = cell_polarizability(layer, gram_iso, 0, layer.truncated) / A_LAT**2
alpha_perp = cell_polarizability(layer, gram_iso, 2, layer.truncated) / A_LAT**2

# --- supercells: periodic kernel, compared with the two laws ---
heights = [18.0, 24.0, 32.0]
eps = {L: supercell_eps(L) for L in heights}


def laws(L):
    return 1 + 4 * PI * alpha_par / L, 1 / (1 - 4 * PI * alpha_perp / L)


def extracted(L, pair):
    return (L * (pair[0] - 1) / (4 * PI), L * (1 - 1 / pair[1]) / (4 * PI))


def deviation(L, pair):
    got = extracted(L, pair)
    return abs(got[0] / alpha_par - 1), abs(got[1] / alpha_perp - 1)


# tolerance: finite plane-wave set and residual tails between layers
for L in heights:
    assert max(deviation(L, eps[L])) < 3e-3

# --- overlapping layers must violate the laws ---
L_SHORT = 9.0
eps_short = supercell_eps(L_SHORT, kz_list=(0.125, 0.375))
dev_short = deviation(L_SHORT, eps_short)
assert max(dev_short) > 1e-2

# --- convergence with k mesh and cutoff together ---
eps_fine = supercell_eps(18.0, nk=12, gmax=2.9)
fine = extracted(18.0, eps_fine)
coarse = extracted(18.0, eps[18.0])
drift = [abs(f / c - 1) for f, c in zip(fine, coarse)]
assert max(drift) < 1e-2

# --- thin sheets at finite in-plane q: reciprocal sum against closed form ---
Q = 0.01


def eps_q_sum(L):
    n = np.arange(1, 400001)
    total = 1 / Q**2 + 2 * np.sum(1 / (Q**2 + (2 * PI * n / L)**2))
    return 1 + alpha_par * Q**2 * 4 * PI / L * total


def eps_q_closed(L):
    return 1 + 2 * PI * alpha_par * Q / np.tanh(Q * L / 2)


q_heights = [32.0, 320.0, 3200.0]
for L in q_heights:
    assert abs((eps_q_sum(L) - 1) / (eps_q_closed(L) - 1) - 1) < 1e-3

print(f"lattice constant {A_LAT:.1f} bohr, well depth {DEPTH:.1f} hartree, "
      f"well width {WIDTH:.1f} bohr")
print(f"k mesh {NK} x {NK}, plane-wave cutoff |G| <= {GMAX:.1f} 1/bohr")
print(f"band gap on the mesh: {gap:.4f} hartree = {gap*HARTREE_EV:.2f} eV")
print(f"isolated layer computed in a cell of height {L_ISO:.0f} bohr")
print(f"alpha_par  = {alpha_par:.4f} bohr = {alpha_par*BOHR_ANG:.4f} angstrom")
print(f"alpha_perp = {alpha_perp:.4f} bohr = "
      f"{alpha_perp*BOHR_ANG:.4f} angstrom")
print(f"4 pi alpha_par = {4*PI*alpha_par:.3f} bohr, "
      f"4 pi alpha_perp = {4*PI*alpha_perp:.3f} bohr")
print(f"k=0 check of alpha_perp: linear response {alpha_linear:.5f} bohr, "
      f"finite field {alpha_field:.5f} bohr")
for L in heights:
    p, z = eps[L]
    lp, lz = laws(L)
    print(f"L={L:.0f} bohr: eps_par DFPT {p:.4f} law {lp:.4f}; "
          f"eps_perp DFPT {z:.4f} law {lz:.4f}")
for L in heights:
    ap, az = extracted(L, eps[L])
    wrong = L * (eps[L][1] - 1) / (4 * PI)
    print(f"L={L:.0f} bohr: extracted alpha_par {ap:.4f}, alpha_perp {az:.4f}, "
          f"wrong normal inversion {wrong:.4f} bohr")
print(f"largest relative deviation of extracted alpha, L>=18 bohr: "
      f"{max(max(deviation(L, eps[L])) for L in heights):.1e}")
sp, sz = laws(L_SHORT)
print(f"overlapping layers, L={L_SHORT:.0f} bohr: eps_par DFPT "
      f"{eps_short[0]:.4f} law {sp:.4f}; eps_perp DFPT {eps_short[1]:.4f} "
      f"law {sz:.4f}")
print(f"relative deviation of extracted alpha there: par {dev_short[0]:.3f}, "
      f"perp {dev_short[1]:.3f}")
print(f"change of alpha with 12 x 12 mesh and cutoff 2.9 1/bohr: "
      f"par {100*drift[0]:.2f} %, perp {100*drift[1]:.2f} %")
for t in (8.0, 10.0, 12.0):
    for L in (18.0, 32.0):
        slab_par = 1 + L / t * (eps[L][0] - 1)
        slab_perp = 1 / (1 + L / t * (1 / eps[L][1] - 1))
        print(f"slab constants, thickness {t:.0f} bohr, from L={L:.0f} bohr: "
              f"par {slab_par:.3f}, perp {slab_perp:.3f}")
for L in q_heights:
    print(f"thin sheets, q={Q:.2f} 1/bohr, L={L:.0f} bohr: eps(q) "
          f"{eps_q_closed(L):.4f}, q->0 value {laws(L)[0]:.4f}")
print(f"single thin sheet, q={Q:.2f} 1/bohr: 1 + 2 pi alpha_par q = "
      f"{1 + 2*PI*alpha_par*Q:.4f}")
print("all tests passed")
```

It prints:

```
lattice constant 7.0 bohr, well depth 0.8 hartree, well width 2.0 bohr
k mesh 10 x 10, plane-wave cutoff |G| <= 2.6 1/bohr
band gap on the mesh: 0.1156 hartree = 3.14 eV
isolated layer computed in a cell of height 28 bohr
alpha_par  = 0.8525 bohr = 0.4511 angstrom
alpha_perp = 0.2302 bohr = 0.1218 angstrom
4 pi alpha_par = 10.713 bohr, 4 pi alpha_perp = 2.893 bohr
k=0 check of alpha_perp: linear response 0.25282 bohr, finite field 0.25282 bohr
L=18 bohr: eps_par DFPT 1.5951 law 1.5952; eps_perp DFPT 1.1914 law 1.1915
L=24 bohr: eps_par DFPT 1.4464 law 1.4464; eps_perp DFPT 1.1370 law 1.1370
L=32 bohr: eps_par DFPT 1.3348 law 1.3348; eps_perp DFPT 1.0994 law 1.0994
L=18 bohr: extracted alpha_par 0.8525, alpha_perp 0.2301, wrong normal inversion 0.2742 bohr
L=24 bohr: extracted alpha_par 0.8525, alpha_perp 0.2301, wrong normal inversion 0.2617 bohr
L=32 bohr: extracted alpha_par 0.8525, alpha_perp 0.2301, wrong normal inversion 0.2530 bohr
largest relative deviation of extracted alpha, L>=18 bohr: 1.8e-04
overlapping layers, L=9 bohr: eps_par DFPT 2.1937 law 2.1903; eps_perp DFPT 1.5403 law 1.4736
relative deviation of extracted alpha there: par 0.003, perp 0.091
change of alpha with 12 x 12 mesh and cutoff 2.9 1/bohr: par 0.10 %, perp 0.01 %
slab constants, thickness 8 bohr, from L=18 bohr: par 2.339, perp 1.566
slab constants, thickness 8 bohr, from L=32 bohr: par 2.339, perp 1.566
slab constants, thickness 10 bohr, from L=18 bohr: par 2.071, perp 1.407
slab constants, thickness 10 bohr, from L=32 bohr: par 2.071, perp 1.407
slab constants, thickness 12 bohr, from L=18 bohr: par 1.893, perp 1.318
slab constants, thickness 12 bohr, from L=32 bohr: par 1.893, perp 1.318
thin sheets, q=0.01 1/bohr, L=32 bohr: eps(q) 1.3376, q->0 value 1.3348
thin sheets, q=0.01 1/bohr, L=320 bohr: eps(q) 1.0581, q->0 value 1.0335
thin sheets, q=0.01 1/bohr, L=3200 bohr: eps(q) 1.0536, q->0 value 1.0033
single thin sheet, q=0.01 1/bohr: 1 + 2 pi alpha_par q = 1.0536
all tests passed
```
